# Why the exact Kohn-Sham gap still needs a correction: the Hubbard dimer: a program that tests the result

```python
# RESULT UNDER TEST: the exact Kohn-Sham (KS) gap of the two-electron Hubbard
# dimer differs from the fundamental gap E(3)+E(1)-2E(2) by the uniform jump
# Delta_xc of the exact xc potential at N=2; one-shot GW adds a correction to
# the KS gap even when it starts from the exact KS system.
# Symbols: hopping t=1 (energy unit), U on-site repulsion, dv site asymmetry
# (site potentials -dv/2 and +dv/2), dn = n1-n2, ds = KS site asymmetry.
# GW energies are measured from U/2, the exact midgap of the dimer at N=2.
import numpy as np
from scipy.optimize import brentq, minimize_scalar

# ---------- exact many-body problem in the full Fock space ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(mode):
    out = np.eye(1)
    for k in range(4):
        factor = parity if k < mode else (lower if k == mode else np.eye(2))
        out = np.kron(out, factor)
    return out


c = [annihilator(k) for k in range(4)]      # 1up, 1down, 2up, 2down
num = [a.T @ a for a in c]
hop = -(c[0].T @ c[2] + c[2].T @ c[0] + c[1].T @ c[3] + c[3].T @ c[1])
repulsion = num[0] @ num[1] + num[2] @ num[3]
difference = num[0] + num[1] - num[2] - num[3]
count = np.rint(np.diag(sum(num))).astype(int)
blocks = {}
for N in (1, 2, 3):
    pick = np.ix_(count == N, count == N)
    blocks[N] = (hop[pick], repulsion[pick], difference[pick])


def energy(N, U, dv):
    h, r, d = blocks[N]
    return np.linalg.eigvalsh(h + U * r - 0.5 * dv * d)[0]


def exact_dn(U, dv):
    h, r, d = blocks[2]
    psi = np.linalg.eigh(h + U * r - 0.5 * dv * d)[1][:, 0]
    return psi @ d @ psi


def fundamental_gap(U, dv):
    return energy(3, U, dv) + energy(1, U, dv) - 2 * energy(2, U, dv)


# ---------- Kohn-Sham systems ----------
def ks_levels(ds):
    return np.linalg.eigh(np.array([[-ds / 2, -1.0], [-1.0, ds / 2]]))


def ks_gap(ds):
    e = ks_levels(ds)[0]
    return e[1] - e[0]


def ks_dn(ds):
    phi = ks_levels(ds)[1][:, 0]
    return 2 * (phi[0]**2 - phi[1]**2)


def exact_ks(U, dv):
    target = exact_dn(U, dv)
    return brentq(lambda x: ks_dn(x) - target, -30, 30, xtol=1e-13)


def approximate_ks(U, dv, a):
    # local potential a*U*n_i: a=1/2 exchange-only, a=1 Hartree-only
    return brentq(lambda x: x - dv + a * U * ks_dn(x), -60, 60, xtol=1e-13)


# ---------- exact ensemble functional and its slopes ----------
def functional(n, U):
    N = n[0] + n[1]
    low = 2 if N >= 2 else 1
    w = N - low

    def negative(x):
        mix = (1 - w) * energy(low, U, x) + w * energy(low + 1, U, x)
        return -(mix + 0.5 * x * (n[0] - n[1]))
    best = minimize_scalar(negative, bounds=(-12, 12), method="bounded",
                           options={"xatol": 1e-9})
    return -best.fun


def slopes(U_value, n, h=5e-5):
    out = []
    for i in range(2):
        step = np.zeros(2)
        step[i] = h
        out.append((functional(n + step, U_value)
                    - functional(n - step, U_value)) / (2 * h))
    return np.array(out)


def hxc_potentials(U, dv, shift=1e-4):
    dn = exact_dn(U, dv)
    n = np.array([1 + dn / 2, 1 - dn / 2])
    sides = []
    for sign in (-1, 1):
        point = n + sign * shift / 2
        sides.append(slopes(U, point) - slopes(0.0, point))
    return sides


# ---------- one-shot GW with RPA screening ----------
def gw_parts(ds, U, offset=0.0):
    e, phi = ks_levels(ds)
    gap = e[1] - e[0]
    f = phi[:, 0] * phi[:, 1]
    omega = np.sqrt(gap**2 + 4 * gap * U * (f @ f))
    strength = 2 * U**2 * gap / omega
    M = np.einsum("in,im,i->nm", phi, phi, f)
    poles = np.array([e[0] - omega, e[1] + omega]) + offset
    return e, phi, f, omega, strength * M**2, poles


def gw_gap(ds, U, dv, offset=0.0):
    e, phi, f, omega, residues, poles = gw_parts(ds, U, offset)
    density = 2 * phi[:, 0]**2
    h = np.array([[-dv / 2, -1.0], [-1.0, dv / 2]])
    h = h + np.diag(U * density / 2 - U / 2)    # Hartree plus exchange
    static = np.diag(phi.T @ h @ phi)
    qp = []
    for n in range(2):
        def equation(y):
            return y - static[n] - np.sum(residues[n] / (y - poles))
        qp.append(brentq(equation, poles[0] + 1e-9, poles[1] - 1e-9,
                         xtol=1e-13))
    return qp[1] - qp[0], static[1] - static[0], omega


def gw_symmetric_formula(U):
    om = np.sqrt(4 + 4 * U)
    return np.sqrt((om + 2)**2 + 4 * U**2 / om) - om


# ---------- tests: exact energies and gaps ----------
U_list = (1.0, 2.0, 4.0, 8.0)
for U in U_list:
    root = np.sqrt(U**2 + 16)
    assert abs(energy(1, U, 0) + 1) < 1e-10
    assert abs(energy(2, U, 0) - (U - root) / 2) < 1e-10
    assert abs(energy(3, U, 0) - (U - 1)) < 1e-10
    assert abs(fundamental_gap(U, 0) - (root - 2)) < 1e-10
    assert abs(ks_gap(exact_ks(U, 0)) - 2) < 1e-9
    for a in (0.3, 0.5, 1.0):
        assert abs(ks_gap(approximate_ks(U, 0, a)) - 2) < 1e-9
    assert abs(gw_gap(0.0, U, 0)[0] - gw_symmetric_formula(U)) < 1e-8
    assert abs(gw_gap(0.0, U, 0)[1] - 2) < 1e-10   # static part opens no gap
    assert gw_gap(0.0, U, 0)[0] > 2
assert abs(fundamental_gap(0.0, 1.3) - ks_gap(1.3)) < 1e-10

U, dv = 4.0, 2.0
dn = exact_dn(U, dv)
ds_exact = exact_ks(U, dv)
assert abs(ks_gap(ds_exact) - 4 / np.sqrt(4 - dn**2)) < 1e-9
# particle-hole symmetry puts the exact midgap at U/2
assert abs((energy(3, U, dv) - energy(1, U, dv)) / 2 - U / 2) < 1e-10

# ---------- tests: jump of the exact potential from its definition ----------
# tolerance 2e-3: slopes are taken at a finite distance 1e-4 from N=2
jumps, edge_levels = {}, {}
for asym in (0.0, dv):
    left, right = hxc_potentials(U, asym)
    delta = fundamental_gap(U, asym) - ks_gap(exact_ks(U, asym))
    jumps[asym] = right - left
    assert np.max(np.abs(jumps[asym] - delta)) < 2e-3
    kinetic = np.array([[-asym / 2, -1.0], [-1.0, asym / 2]])
    e_left = np.linalg.eigvalsh(kinetic + np.diag(left))
    e_right = np.linalg.eigvalsh(kinetic + np.diag(right))
    edge_levels[asym] = (e_left, e_right)
    assert abs(e_left[0] - (energy(2, U, asym) - energy(1, U, asym))) < 2e-3
    assert abs(e_right[1] - (energy(3, U, asym) - energy(2, U, asym))) < 2e-3

# ---------- tests: response and self-energy by numerical integration ----------
x, wx = np.polynomial.legendre.leggauss(600)
theta = 0.5 * np.pi * x
scale = 2.0
nu = scale * np.tan(theta)
weight = wx * 0.5 * np.pi * scale / np.cos(theta)**2
h_ks = np.array([[-ds_exact / 2, -1.0], [-1.0, ds_exact / 2]])
e, phi, f, omega, residues, poles = gw_parts(ds_exact, U)
gap = e[1] - e[0]


def green(w):
    return np.linalg.inv(1j * w[:, None, None] * np.eye(2) - h_ks)


def chi0(w):
    return -4 * gap / (w**2 + gap**2) * np.outer(f, f)


for w in (0.0, 0.7):
    bubble = 2 * np.einsum("k,kij,kji->ij", weight, green(nu + w),
                           green(nu)) / (2 * np.pi)
    assert np.max(np.abs(bubble - chi0(w))) < 1e-6
screened = np.array([U**2 * np.linalg.solve(np.eye(2) - U * chi0(w), chi0(w))
                     for w in nu])
for w in (0.3, 1.5):
    sigma = -np.einsum("k,kij,kij->ij", weight, green(nu + w),
                       screened) / (2 * np.pi)
    for n in range(2):
        numeric = phi[:, n] @ sigma @ phi[:, n]
        formula = np.sum(residues[n] / (1j * w - poles))
        assert abs(numeric - formula) < 1e-6

# ---------- tests: quality of GW and role of the start ----------
small = 0.01
ratio = (gw_gap(0.0, small, 0)[0] - 2) / (fundamental_gap(small, 0) - 2)
assert abs(ratio - 2) < 0.03      # next order in U is about 1 percent here
crossing = brentq(lambda u: gw_gap(0.0, u, 0)[0] - fundamental_gap(u, 0), 1, 2)
starts = [("Hartree-only", approximate_ks(U, dv, 1.0)),
          ("exchange-only", approximate_ks(U, dv, 0.5)),
          ("exact KS", ds_exact)]
E_gap = fundamental_gap(U, dv)
for name, ds in starts:
    assert abs(gw_gap(ds, U, dv)[0] - E_gap) < abs(ks_gap(ds) - E_gap)
gap_x = ks_gap(starts[1][1])
assert ks_gap(ds_exact) < gap_x < E_gap

# ---------- printed results ----------
print("All energies in units of the hopping t")
print("SYMMETRIC DIMER, U = %.1f t, dv = 0" % U)
for N in (1, 2, 3):
    print("  E(%d) = %.4f t" % (N, energy(N, U, 0)))
print("  ionization energy I = %.4f t" % (energy(1, U, 0) - energy(2, U, 0)))
print("  electron affinity A = %.4f t" % (energy(2, U, 0) - energy(3, U, 0)))
g0 = fundamental_gap(U, 0)
delta0 = g0 - ks_gap(exact_ks(U, 0))
print("  fundamental gap = %.4f t" % g0)
print("  exact KS gap = %.4f t" % ks_gap(exact_ks(U, 0)))
print("  Delta_xc from the gaps = %.4f t" % delta0)
print("  jump of v_xc from slopes, sites 1 and 2 = %.3f, %.3f t"
      % tuple(jumps[0.0]))
print("  KS HOMO, LUMO just below N=2 = %.3f, %.3f t"
      % tuple(edge_levels[0.0][0]))
print("  KS HOMO, LUMO just above N=2 = %.3f, %.3f t"
      % tuple(edge_levels[0.0][1]))
g_gw, g_static, om0 = gw_gap(0.0, U, 0)
print("  RPA excitation energy Omega = %.4f t" % om0)
print("  gap with Hartree and exchange only = %.4f t" % g_static)
print("  G0W0 gap, midgap alignment = %.4f t" % g_gw)
print("  G0W0 gap, left-limit alignment = %.4f t"
      % gw_gap(0.0, U, 0, -delta0 / 2)[0])
print("SYMMETRIC DIMER, SCAN (gaps in t; last column GW correction/Delta_xc)")
print("  U/t   KS gap   G0W0 gap   exact gap   Delta_xc   ratio")
for u in U_list:
    ge, gk, gg = fundamental_gap(u, 0), ks_gap(exact_ks(u, 0)), gw_gap(0., u, 0)[0]
    print("  %3.1f   %.4f   %.4f     %.4f      %.4f     %.3f"
          % (u, gk, gg, ge, ge - gk, (gg - gk) / (ge - gk)))
print("  same ratio at U = %.2f t: %.3f" % (small, ratio))
print("  G0W0 and exact gaps cross at U = %.3f t" % crossing)
print("ASYMMETRIC DIMER, U = %.1f t, dv = %.1f t" % (U, dv))
for N in (1, 2, 3):
    print("  E(%d) = %.4f t" % (N, energy(N, U, dv)))
print("  exact n1 - n2 = %.4f electrons" % dn)
print("  exact KS site asymmetry ds = %.4f t" % ds_exact)
print("  fundamental gap = %.4f t" % E_gap)
print("  exact KS gap = %.4f t" % ks_gap(ds_exact))
print("  Delta_xc = %.4f t" % (E_gap - ks_gap(ds_exact)))
print("  jump of v_xc from slopes, sites 1 and 2 = %.3f, %.3f t"
      % tuple(jumps[dv]))
print("  exact KS gap minus exchange-only KS gap = %.4f t"
      % (ks_gap(ds_exact) - gap_x))
print("  fundamental gap minus exchange-only KS gap = %.4f t" % (E_gap - gap_x))
print("  start: n1-n2 (electrons), KS gap, static gap, G0W0 gap (t)")
for name, ds in starts:
    gg, gs, om = gw_gap(ds, U, dv)
    print("  %-14s %.4f  %.4f  %.4f  %.4f"
          % (name, ks_dn(ds), ks_gap(ds), gs, gg))
print("finished without a failed check")
```

Output:

```
All energies in units of the hopping t
SYMMETRIC DIMER, U = 4.0 t, dv = 0
  E(1) = -1.0000 t
  E(2) = -0.8284 t
  E(3) = 3.0000 t
  ionization energy I = -0.1716 t
  electron affinity A = -3.8284 t
  fundamental gap = 3.6569 t
  exact KS gap = 2.0000 t
  Delta_xc from the gaps = 1.6569 t
  jump of v_xc from slopes, sites 1 and 2 = 1.657, 1.657 t
  KS HOMO, LUMO just below N=2 = 0.172, 2.172 t
  KS HOMO, LUMO just above N=2 = 1.828, 3.828 t
  RPA excitation energy Omega = 4.4721 t
  gap with Hartree and exchange only = 2.0000 t
  G0W0 gap, midgap alignment = 3.0245 t
  G0W0 gap, left-limit alignment = 3.0362 t
SYMMETRIC DIMER, SCAN (gaps in t; last column GW correction/Delta_xc)
  U/t   KS gap   G0W0 gap   exact gap   Delta_xc   ratio
  1.0   2.0000   2.1443     2.1231      0.1231     1.172
  2.0   2.0000   2.4075     2.4721      0.4721     0.863
  4.0   2.0000   3.0245     3.6569      1.6569     0.618
  8.0   2.0000   4.3280     6.9443      4.9443     0.471
  same ratio at U = 0.01 t: 1.985
  G0W0 and exact gaps cross at U = 1.460 t
ASYMMETRIC DIMER, U = 4.0 t, dv = 2.0 t
  E(1) = -1.4142 t
  E(2) = -0.9624 t
  E(3) = 2.5858 t
  exact n1 - n2 = 0.2941 electrons
  exact KS site asymmetry ds = 0.2974 t
  fundamental gap = 3.0964 t
  exact KS gap = 2.0220 t
  Delta_xc = 1.0744 t
  jump of v_xc from slopes, sites 1 and 2 = 1.074, 1.074 t
  exact KS gap minus exchange-only KS gap = -0.0944 t
  fundamental gap minus exchange-only KS gap = 0.9800 t
  start: n1-n2 (electrons), KS gap, static gap, G0W0 gap (t)
  Hartree-only   0.3984  2.0409  2.1996  3.0914
  exchange-only  0.6540  2.1163  2.1163  2.8217
  exact KS       0.2941  2.0220  2.1859  3.1324
finished without a failed check
```
